A single impurity on a simple cubic lattice: the binding threshold

**The model**

An electron moves on an infinite simple cubic lattice with one orbital per site. The orbitals are orthonormal, and a site is labelled by three integers, n = (n₁, n₂, n₃). The site energy is zero, and the Hamiltonian matrix element between nearest neighbours is −t, with t > 0. An impurity at the origin lowers the energy of that one site by V > 0 and changes nothing else:

H = −t Σ |i⟩⟨j| − V |0⟩⟨0|,

where the sum runs over ordered pairs of nearest neighbours. This is the Koster–Slater model for one orbital. Electron–electron interaction is left out.

A bound state is a solution of Hψ = Eψ whose total probability Σₙ|ψ(n)|² is finite. Wave-vector components are multiplied by the lattice constant, so that k = (x, y, z) is dimensionless and each component runs from −π to π. Angle brackets denote the average over this zone:

⟨f⟩ = (1/(2π)³) ∫∫∫ f(x, y, z) dx dy dz.

**Part (a)**

*Question.* Transform the Schrödinger equation to wave-vector space. Derive the equation that fixes the energy of a bound state, and the condition for its total probability to be finite.

*Answer.* At site n the Schrödinger equation reads

−t Σ_δ ψ(n+δ) − V δ(n,0) ψ(0) = E ψ(n),

where δ under the sum runs over the six nearest-neighbour steps, and δ(n,0) is 1 at the origin and 0 elsewhere. Define

φ(k) = Σₙ ψ(n) e^(−ik·n), so that ψ(n) = ⟨φ e^(ik·n)⟩ and Σₙ|ψ(n)|² = ⟨|φ|²⟩.

Multiply the site equation by e^(−ik·n) and sum over n. A shifted amplitude gives

Σₙ e^(−ik·n) ψ(n+δ) = e^(ik·δ) φ(k),

and the six phase factors add up to 2(cos x + cos y + cos z). The impurity term contributes at n = 0 alone. Hence

(ε − E) φ = V ψ(0), with ε(k) = −2t (cos x + cos y + cos z).

Without the impurity, ε is the energy of a Bloch wave. It fills a band from −6t to 6t.

If ψ(0) were zero, φ would vanish wherever ε ≠ E. The points with ε = E fill no volume in the zone, so ⟨|φ|²⟩ would be zero and there would be no state. Therefore ψ(0) ≠ 0, and

φ = V ψ(0)/(ε − E).

The zone average of φ is ψ(0) itself. Averaging both sides and dividing by ψ(0) gives

V g(E) = 1, with g(E) = ⟨1/(ε − E)⟩.

The total probability is

Σₙ|ψ(n)|² = V² |ψ(0)|² ⟨1/(ε − E)²⟩,

so the last average must be finite.

**Part (b)**

*Question.* Show that a bound state of this attractive impurity must lie below the band.

*Answer.* The other energies are excluded in turn.

Inside the band, −6t < E < 6t, consider the line x = y = z = s. On it ε = −6t cos s, so ε = E at some s between 0 and π. The gradient of ε there is 2t(sin s, sin s, sin s), which is not zero. Near that point u = ε − E can therefore serve as one of three local coordinates, and ⟨1/(ε − E)²⟩ contains ∫du/u² across u = 0. This diverges.

At the lower edge, E = −6t, use 1 − cos x ≤ x²/2:

ε + 6t = 2t(3 − cos x − cos y − cos z) ≤ t k².

The integrand 1/(ε + 6t)² is then at least 1/(t²k⁴). With the volume element 4πk² dk, the integral near k = 0 is at least a multiple of ∫dk/k², which diverges. The upper edge behaves in the same way around (π, π, π).

Above the band, ε − E is negative throughout the zone. Then g(E) < 0, which cannot equal 1/V > 0.

This leaves E < −6t. There ε − E is bounded away from zero, so any solution of V g(E) = 1 has finite total probability.

**Part (c)**

*Question.* Define the Watson integral as

W = (1/π³) ∫₀^π ∫₀^π ∫₀^π dx dy dz / (3 − cos x − cos y − cos z).

Express the condition for a bound state through W. How many bound states are there?

*Answer.* Below the band,

dg/dE = ⟨1/(ε − E)²⟩ > 0,

so g rises steadily with E. Since ε ≥ −6t,

0 < g(E) ≤ 1/(−6t − E),

and g tends to zero as E → −∞. As E approaches −6t from below, g rises to

g(−6t) = ⟨1/(2t(3 − cos x − cos y − cos z))⟩ = W/(2t).

The integrand is even in x, y and z, so its average over the full zone equals the average over the positive octant used in W.

This limit is finite. For |x| ≤ π one has 1 − cos x = 2 sin²(x/2) ≥ 2x²/π², so the denominator of W is at least 2k²/π². The factor k² of the volume element cancels the singularity at k = 0.

Below the band, V g(E) therefore covers each value between 0 and VW/(2t) once, without reaching the upper end. It passes through 1 if and only if

V > V_c = 2t/W.

There is then one root E, and part (a) fixes φ up to a constant factor, so there is one bound state. At V = V_c the root sits at the band edge, where the total probability diverges by part (b). The potential must therefore exceed V_c, not merely equal it.

The three dimensions matter here. In a similar lattice of dimension d, the edge average behaves near k = 0 as ∫k^(d−1) dk/k². For d = 1 and d = 2 it diverges, g rises without limit, and every V > 0 binds.

**Part (d)**

*Question.* Reduce W to a single integral over s from 0 to ∞. The part from 0 to 20, found by Simpson's rule with 800 intervals, is 0.476886. Calculate the remainder from a large-s expansion, and hence find V_c/t.

*Answer.* For a > 0, 1/a = ∫₀^∞ e^(−as) ds. With a = 3 − cos x − cos y − cos z, the exponential is a product of three equal factors, one for each angle. All integrands are positive, so the order of integration may be exchanged:

W = ∫₀^∞ [J(s)]³ ds, J(s) = (1/π) ∫₀^π e^(−s(1 − cos θ)) dθ.

For the numerical part, write J(s) = e^(−s) I₀(s), where I₀(s) is the average of e^(s cos θ). In its power series the odd powers of cos θ average to zero. Writing cos θ = (e^(iθ) + e^(−iθ))/2 and keeping the constant term, the average of cos^(2m) θ is (2m)!/(4^m (m!)²). Therefore

I₀(s) = Σₘ [s^(2m)/(2m)!] (2m)!/(4^m (m!)²) = Σₘ (s/2)^(2m)/(m!)², m = 0, 1, 2, …

This series supplies the integrand for Simpson's rule.

For large s, substitute y = 1 − cos θ. Then dy = sin θ dθ and sin θ = √(2y − y²), so

J(s) = (1/π) ∫₀² e^(−sy) dy / [√(2y) √(1 − y/2)].

Small y dominates. Expand

(1 − y/2)^(−1/2) = 1 + y/4 + 3y²/32 + …

and extend the upper limit to infinity, which changes the result by exponentially small terms. The integrals needed are

∫₀^∞ y^(−1/2) e^(−sy) dy = √(π/s),
∫₀^∞ y^(1/2) e^(−sy) dy = √(π/s)/(2s),
∫₀^∞ y^(3/2) e^(−sy) dy = 3√(π/s)/(4s²).

Hence

J(s) ≈ (2πs)^(−1/2) [1 + 1/(8s) + 9/(128s²)].

In the cube, the coefficient of 1/s is 3/8. That of 1/s² is 3·9/128 + 3·(1/8)² = 33/128. Thus

J³ ≈ (2π)^(−3/2) [s^(−3/2) + (3/8)s^(−5/2) + (33/128)s^(−7/2)].

Integrating from S to infinity gives

remainder ≈ (2π)^(−3/2) [2/S^(1/2) + 1/(4S^(3/2)) + 33/(320S^(5/2))].

For S = 20,

remainder ≈ (0.44721 + 0.00280 + 0.00006)/15.750 = 0.028576.

The sum and the critical potential are

W = 0.476886 + 0.028576 = 0.505462,
V_c/t = 2/0.505462 = 3.957.

The last term kept in the remainder contributes about 4 × 10⁻⁶ to W. A change of that size would not alter the four digits quoted for V_c/t.

The threshold is about one third of the bandwidth 12t. It is also less than 6t, the depth at which the isolated impurity level −V would reach the band edge. For V_c < V < 6t that level lies inside the band, yet hopping to the neighbours produces a state below it.

**Part (e)**

*Question.* Take the round model parameters t = 0.50 eV and V = 3.0 eV. Write the bound energy as E = −6t − tq². A bracketing root search, with g evaluated by numerical quadrature, gives q = 1.05068 and t² dg/dE = 0.0359347. Find the energy, the probability on the impurity and the total probability on its six neighbours. What happens for V = 1.5 eV?

*Answer.* The quadrature uses the same factorization as part (d). Since

ε − E = t[q² + 2(3 − cos x − cos y − cos z)],

writing the reciprocal of the square bracket as an integral over τ gives

t g = ∫₀^∞ e^(−q²τ) [J(2τ)]³ dτ,
t² dg/dE = ∫₀^∞ τ e^(−q²τ) [J(2τ)]³ dτ.

The second line follows from 1/b² = ∫₀^∞ τ e^(−bτ) dτ. The root q satisfies t g = t/V = 1/6.

The critical depth is V_c = 3.957 × 0.50 eV = 1.978 eV, or 3.170 × 10⁻¹⁹ J. The impurity with V = 3.0 eV exceeds it. The depth of its state below the band is

tq² = 0.50 eV × 1.05068² = 0.552 eV,

and therefore

E = −3.000 eV − 0.552 eV = −3.552 eV = −5.691 × 10⁻¹⁹ J.

Setting the total probability in part (a) equal to 1 gives the impurity probability

P₀ = |ψ(0)|² = 1/(V² dg/dE) = 1/(6² × 0.0359347) = 0.773.

Because ε is unchanged when axes are exchanged or reversed, so is φ, and the six neighbours have equal amplitudes ψ₁. The site equation at the origin is

−6t ψ₁ − V ψ(0) = E ψ(0),

from which

ψ₁/ψ(0) = −(E + V)/(6t) = 0.552/3.000 = 0.184.

The neighbours together carry 6 × 0.184² × 0.773 = 0.157. The remaining 0.070 lies farther out.

For V = 1.5 eV, V/t = 3 is below 3.957. The product V g(E) stays below 3/3.957 = 0.758 throughout the region E < −6t, so it never reaches 1 and there is no bound state.

**Part (f)**

*Question.* Find the leading behaviour of the depth tq² and of P₀ when V is slightly above V_c. Apply the results to V = 1.01 V_c.

*Answer.* Let η = 2(3 − cos x − cos y − cos z), so that ε − E = t(η + q²). Subtracting g(E) from its edge value gives

W/(2t) − g(E) = (1/t) ⟨1/η − 1/(η + q²)⟩ = (q²/t) ⟨1/(η(η + q²))⟩.

For small q the leading contribution comes from k of order q, where η ≈ k². The angular integral gives 4π, and 4π/(2π)³ = 1/(2π²). The radial integral may be extended to infinity:

W/(2t) − g(E) ≈ (q²/(2π²t)) ∫₀^∞ dk/(k² + q²) = (q²/(2π²t)) × π/(2q) = q/(4πt).

Larger k and the corrections to η ≈ k² contribute at order q². Since g(E) = 1/V and W/(2t) = 1/V_c,

q ≈ 4πt (1/V_c − 1/V).

To leading order q is proportional to V − V_c, and the depth tq² grows as its square.

The same approximation gives

t² dg/dE = ⟨1/(η + q²)²⟩ ≈ (1/(2π²)) ∫₀^∞ k² dk/(k² + q²)² = (1/(2π²)) × π/(4q) = 1/(8πq),

so that

P₀ ≈ 8πq (t/V)².

For V = 1.01 V_c = 3.996t,

q ≈ (4π/3.957)(1 − 1/1.01) = 0.0314,
tq² ≈ 0.00099t,
P₀ ≈ 8π × 0.0314/3.996² = 0.049.

Solving V g(E) = 1 numerically as in part (e) gives a depth of 0.00098t and P₀ = 0.049.

The function φ is proportional to 1/(k² + q²) at small k. Its width in k is of order q, so the state extends over a distance of order 1/q, here about 32 lattice constants. As V approaches V_c from above, this distance grows without limit and P₀ tends to zero.

The laws hold for small q. For deeper impurities the full equation is needed. The numerical solution gives P₀ = 0.43 at V = 4.5t, 0.61 at 5t and 0.89 at 8t, as the state contracts onto the impurity.

**Part (g)**

*Question.* What changes if the impurity is repulsive, with site energy +V?

*Answer.* Start from a solution for the attractive impurity and define

χ(n) = (−1)^(n₁+n₂+n₃) ψ(n).

A nearest-neighbour step changes the sign factor. Multiplying the site equation of part (a) by the factor belonging to site n therefore gives

+t Σ_δ χ(n+δ) − V δ(n,0) χ(0) = E χ(n).

Multiplying by −1,

−t Σ_δ χ(n+δ) + V δ(n,0) χ(0) = −E χ(n).

This is the equation for a repulsive impurity of the same strength, with energy −E. The probabilities are unchanged because |χ(n)| = |ψ(n)|. The argument works equally in reverse, so a repulsive impurity binds one state above the band if V > 3.957t and none otherwise. With the parameters of part (e), its energy is +3.552 eV.

The mirror relation relies on hopping that connects sites of opposite sign factor. Second-neighbour hopping joins sites with the same factor and breaks it. Such hopping also changes ε, and the threshold must then be recalculated from the average of 1/(ε − E) at the relevant band edge. If the impurity also changes the hopping to its neighbours, the single condition V g(E) = 1 no longer applies.
